# The optimal damping algorithm for closed-shell Hartree–Fock SCF convergence, part 1

(Sections cited here and not found follow in the second part.)

## Setting

Hartree atomic units are used. The model is closed-shell restricted Hartree–Fock (RHF) with $n$ doubly occupied real orbitals in a real orthonormal basis of $N$ functions. Integrals are $(pq|rs)=\iint \chi_p\chi_q(\mathbf r)\,\chi_r\chi_s(\mathbf r')/|\mathbf r-\mathbf r'|$, and $\|A\|^2=\mathrm{Tr}\,A^TA$. The density matrix is $D=\sum_{i=1}^n c_ic_i^T$, without the spin factor 2. For symmetric $A$,

$$J(A)_{pq}=\sum_{rs}(pq|rs)A_{rs},\quad K(A)_{pq}=\sum_{rs}(pr|qs)A_{rs},\quad G=2J-K .$$

Inserting the orbital expansions gives $\sum_{ij}(ii|jj)=\mathrm{Tr}\,J(D)D$ and $\sum_{ij}(ij|ij)=\mathrm{Tr}\,K(D)D$, so the determinant energy $2\sum_i h_{ii}+\sum_{ij}[2(ii|jj)-(ij|ij)]+V_{nn}$ is

$$E(D)=2\,\mathrm{Tr}\,hD+\mathrm{Tr}\,G(D)D+V_{nn}.\tag{1}$$

The map $G$ is linear and symmetric. For the Coulomb part, $\mathrm{Tr}\,J(A)B=\sum(pq|rs)A_{rs}B_{pq}$ is unchanged under $A\leftrightarrow B$ because $(pq|rs)=(rs|pq)$. For exchange, $\mathrm{Tr}\,K(A)B=\sum(pr|qs)A_{rs}B_{pq}$; relabelling $p\leftrightarrow r$, $q\leftrightarrow s$ gives $(rp|sq)=(pr|qs)$ with $A$ and $B$ exchanged. Hence $\mathrm{Tr}\,G(A)B=\mathrm{Tr}\,G(B)A$. With $F(D)=h+G(D)$, (1) also reads $E=\mathrm{Tr}\,(h+F)D+V_{nn}$.

Determinants correspond to the pure set $\mathcal P=\{D^2=D,\ \mathrm{Tr}\,D=n\}$. The relaxed set is $\mathcal K=\{0\le D\le 1,\ \mathrm{Tr}\,D=n\}$: all eigenvalues (natural occupations per spin) lie in $[0,1]$. On $\mathcal K$ the energy is defined by formula (1); it is the energy of a determinant on $\mathcal P$, and elsewhere an extension chosen for its algebra. The set $\mathcal K$ is closed and bounded. It is convex: membership means $0\le v^TDv\le1$ for every unit vector $v$, and this condition and the trace survive averaging with weights $1-\lambda,\lambda\in[0,1]$. The set $\mathcal P$ is not convex. For projectors $A,B$ and $\tilde D=(1-\lambda)A+\lambda B$, one has $\tilde D^2=(1-\lambda)^2A+\lambda^2B+\lambda(1-\lambda)(AB+BA)$, so

$$\tilde D-\tilde D^2=\lambda(1-\lambda)(A+B-AB-BA)=\lambda(1-\lambda)(A-B)^2,\tag{2}$$

which is nonzero for $0<\lambda<1$ unless $A=B$.

## The energy along a segment

Take $\tilde D\in\mathcal K$, $\tilde F=F(\tilde D)$, any $D\in\mathcal K$, and $\Delta=D-\tilde D$. Linearity of $G$ in (1) gives

$$E(\tilde D+\lambda\Delta)=E(\tilde D)+\lambda\,[2\mathrm{Tr}\,h\Delta+\mathrm{Tr}\,G(\tilde D)\Delta+\mathrm{Tr}\,G(\Delta)\tilde D]+\lambda^2\,\mathrm{Tr}\,G(\Delta)\Delta .$$

The two middle terms in $G$ are equal by symmetry, and $G(\Delta)=F(D)-\tilde F$. Therefore, with no remainder,

$$E(\lambda)=E(\tilde D)+s\lambda+c\lambda^2,\quad s=2\,\mathrm{Tr}\,\tilde F\Delta,\quad c=\mathrm{Tr}\,[F(D)-\tilde F]\Delta .\tag{3}$$

The Fock matrix is affine in the density, so it is known on the whole segment from its ends:

$$F(\tilde D+\lambda\Delta)=(1-\lambda)\tilde F+\lambda F(D).\tag{4}$$

The curvature $c$ is the Coulomb minus exchange self-energy of the density change. It can have either sign; both occur below.

## The aufbau direction goes downhill

Now let $D$ be the aufbau projector of $\tilde F$, built from eigenvectors with the $n$ lowest eigenvalues $\varepsilon_1\le\dots\le\varepsilon_n$, and let $\gamma=\varepsilon_{n+1}-\varepsilon_n\ge0$. Work in the eigenbasis of $\tilde F$, with $i\le n$ and $a>n$. There $D_{ii}=1$, all other elements of $D$ vanish, and $0\le\tilde D_{pp}\le1$. Equal traces give

$$q\equiv\sum_a\tilde D_{aa}=\sum_i(1-\tilde D_{ii})\ge0 ,$$

the occupation that $\tilde D$ places outside the aufbau space. Since $\tilde F$ is diagonal, $-s/2=\sum_a\varepsilon_a\tilde D_{aa}-\sum_i\varepsilon_i(1-\tilde D_{ii})$. Subtracting $\varepsilon_F q-\varepsilon_F q=0$ for any $\varepsilon_F\in[\varepsilon_n,\varepsilon_{n+1}]$,

$$-\frac s2=\sum_a(\varepsilon_a-\varepsilon_F)\tilde D_{aa}+\sum_i(\varepsilon_F-\varepsilon_i)(1-\tilde D_{ii})\ \ge\ \gamma q .\tag{5}$$

Every term is non-negative, and the bound follows from replacing $\varepsilon_a$ by $\varepsilon_{n+1}$ and $\varepsilon_i$ by $\varepsilon_n$. The argument holds with $\tilde F$ fixed and any member of $\mathcal K$ in place of $\tilde D$, so $D$ minimises the linearised energy over $\mathcal K$. ODA is thus a conditional-gradient (Frank–Wolfe) method whose linear subproblem is solved by one diagonalisation.

To relate $q$ to the step length, use $D^2=D$ and $\mathrm{Tr}\,D\tilde D=\sum_i\tilde D_{ii}=n-q$:

$$\|\Delta\|^2=n-2(n-q)+\mathrm{Tr}\,\tilde D^2=2q-\mathrm{Tr}(\tilde D-\tilde D^2).$$

The last trace is a sum of $\nu(1-\nu)\ge0$ over occupations $\nu$. Combined with (5),

$$-s\ \ge\ \gamma\,[\,\|\Delta\|^2+\mathrm{Tr}(\tilde D-\tilde D^2)\,]\ \ge\ \gamma\|\Delta\|^2 .\tag{6}$$

Equality holds throughout when $\tilde D$ is pure and differs from $D$ by a rotation of the HOMO into the LUMO alone, because then the sums in (5) contain just those two levels.

## The optimal step and the descent bound

If $s=0$ the iteration stops. For $s<0$, minimise (3) on $[0,1]$, the range that keeps the iterate in $\mathcal K$. The derivative $s+2c\lambda$ is linear in $\lambda$ and negative at $0$. If it is non-positive at $1$, that is $c\le -s/2$ (which includes every $c\le0$), the energy falls along the whole segment and the minimum is at the end. Otherwise $c>-s/2>0$ and the derivative vanishes inside:

$$\lambda^*=\begin{cases}1,& c\le -s/2,\\ -s/(2c),& c>-s/2.\end{cases}\tag{7}$$

The energy change is $s+c\le s/2$ for a full step and $-s^2/2c+s^2/4c=-s^2/4c$ for a damped one. Both are negative, with no assumption on the gap.

Let $M$ be the largest eigenvalue of $G$ as a symmetric operator on symmetric matrices, so $c\le M\|\Delta\|^2$. In the damped case $c>0$ forces $M>0$, and (6) gives $|s|/c\ge\gamma/M$, hence $s^2/4c\ge|s|\gamma/4M$. The two cases together give

$$E_{k+1}-E_k\ \le\ -|s_k|\,\min\!\left(\tfrac12,\ \frac{\gamma_k}{4M}\right).\tag{8}$$

Here $E_k=E(\tilde D_k)$. The energies of the aufbau projectors $D_k$ are not covered: $E(D_k)=E_k+s_k+c_k$ exceeds $E_k$ whenever $c_k>-s_k$.

The Roothaan iteration is the choice $\lambda=1$ from a pure $\tilde D$. By (3) it raises the energy exactly when $c>-s$, and by (7) that is exactly when $\lambda^*<1/2$. If it settles into a two-cycle $A\to B\to A$, both steps run along one segment, share the same $c$, and their energy changes cancel: $s_1+s_2+2c=0$. The parabola then slopes inward from both ends, and when both slopes are nonzero its minimum lies strictly between them, at a point of $\mathcal K$ outside $\mathcal P$.

## Convergence

**Open gap.** Suppose $\gamma_k\ge\gamma_0>0$ for all $k$. The continuous $E$ is bounded below on the compact $\mathcal K$, so summing (8) gives $\sum|s_k|<\infty$; then $s_k\to0$, and $\Delta_k\to0$ by (6). Let $D_*$ be the limit of a subsequence of $\tilde D_k$. The projectors $D_k=\tilde D_k+\Delta_k$ have the same limit, and $\mathcal P$ is closed, so $D_*$ is pure. The relation $[\tilde F_k,D_k]=0$ passes to the limit as $[F(D_*),D_*]=0$. This is the Hartree–Fock condition: for $D(\kappa)=e^\kappa D_*e^{-\kappa}$ with antisymmetric $\kappa$, the first-order change is $2\,\mathrm{Tr}\,F[\kappa,D_*]=2\,\mathrm{Tr}\,\kappa[D_*,F]$, which vanishes for all $\kappa$ if and only if the antisymmetric commutator does. Eigenvalues are continuous, so $\mathrm{Tr}\,F(D_*)D_*$ is the sum of the $n$ lowest ones and the gap is at least $\gamma_0$; (5) then forces $q=0$, and $D_*$ is the aufbau projector of its own Fock matrix. The proof does not show that the whole sequence has one limit, nor that $D_*$ is a minimum.

**Closing gap.** Since $\|\Delta\|^2\le2q\le2n$, a damped step lowers $E$ by at least $s^2/8nM$ whatever the gap. So $s_k\to0$ still. The quantity $-s/2=\mathrm{Tr}\,\tilde F\tilde D-\sum_i\varepsilon_i$ is continuous in $\tilde D$, so $s=0$ at a limit point, and each term of (5) vanishes: levels below $\varepsilon_F$ have $\tilde D_{ii}=1$, levels above have $\tilde D_{aa}=0$. From $\tilde D^2\le\tilde D$ follows $\sum_q\tilde D_{pq}^2\le\tilde D_{pp}$, so rows with diagonal $0$ or $1$ have no off-diagonal elements. Fractional occupation is confined to a degenerate level at $\varepsilon_F$. Such a limit commutes with its Fock matrix, but this argument does not show that it is a determinant.

**One soft mode near a solution.** In a two-orbital model with HOMO $i$, LUMO $a$ and gap $\gamma$ at a solution $D_*$, take a pure $\tilde D=D_*+\theta X+O(\theta^2)$ with $X=c_ic_a^T+c_ac_i^T$. In the orbital basis $J(X)_{ai}=2(ai|ai)$ and $K(X)_{ai}=(aa|ii)+(ai|ai)$, so $g\equiv G(X)_{ai}=3K_{ia}-J_{ia}$, with $J_{ia}=(ii|aa)$, $K_{ia}=(ia|ia)$. First-order perturbation theory mixes $-\theta g/\gamma$ of the LUMO into the HOMO, so a Roothaan step maps $\theta\to-(g/\gamma)\theta$ and overshoots with growing amplitude when $g>\gamma$. For ODA, $\Delta\propto X$ at leading order. The equality case of (6) gives $s=-\gamma\|\Delta\|^2$, and $\mathrm{Tr}\,G(X)X=2g=g\|X\|^2$ gives $c=g\|\Delta\|^2$. Then $\lambda^*=\gamma/2g$ for $g>\gamma/2$, below $1/2$ precisely when $g>\gamma$. (For $g<-\gamma$ the Roothaan map also diverges, without overshoot; there $c<0$ and ODA takes the full step.) The new amplitude is $\theta[1-\lambda^*(1+g/\gamma)]=\theta\,(g-\gamma)/2g$, less than $|\theta|/2$ in magnitude. These values hold for one step from a pure point. A damped step leaves, by (2), an impurity $\mathrm{Tr}(\tilde D-\tilde D^2)=\lambda(1-\lambda)\|\Delta\|^2$ of the same order $\theta^2$. With two levels $-s=\gamma[\|\Delta\|^2+\mathrm{Tr}(\tilde D-\tilde D^2)]$, so the next step is $\lambda^*=(\gamma/2g)[1+\mathrm{Tr}(\tilde D-\tilde D^2)/\|\Delta\|^2]$, capped at 1. It is longer, can be a full step even for $g>\gamma$, and can increase $|\theta|$ while the energy still falls. In this model and order, the undamped map overshoots and diverges when $g>\gamma$.

Each ODA step with $s<0$ lowers the energy, and if the gap stays bounded away from zero every limit point is a determinant that satisfies the Hartree–Fock condition. It remains to ask whether relaxation can lower the minimum, to set out the algorithm and its failure modes, and to test it on ethylene.
